# The anomalous skin effect: surface resistance from the Boltzmann equation, part 2

A metal with a spherical Fermi surface fills \(z>0\). We want its surface impedance \(Z\) and resistance \(R\) when the electrons' mean free path may exceed the depth of the field. Units are SI, and the displacement current is neglected. The electric field \(E(z)e^{-i\omega t}\) points along \(x\), the magnetic field \(H_y\) along \(y\), and the current density \(j\) obeys \(E''=-i\omega\mu_0j\). Then
\[
Z=\frac{E(0)}{H_y(0)}=i\omega\mu_0\frac{E(0)}{E'(0)},\qquad R=\operatorname{Re}Z. \tag{2}
\]
Ohm's law, with \(\kappa=(1-i)\sqrt{\omega\mu_0\sigma_0/2}\), gives the classical result
\[
Z=-\frac{i\omega\mu_0}{\kappa}=(1-i)\sqrt{\frac{\omega\mu_0}{2\sigma_0}}. \tag{3}
\]

The electrons have charge \(-e\), mass \(m\), density \(n=k_F^3/(3\pi^2)\), Fermi wavenumber \(k_F\), Fermi velocity \(v_F=\hbar k_F/m\), relaxation time \(\tau\) and mean free path \(l=v_F\tau\). The static conductivity is \(\sigma_0=ne^2\tau/m\). With \(\mu=v_z/v_F\) and azimuth \(\phi\) about the surface normal, the conductivity at wavenumber \(q\) is
\[
\sigma(q)=\frac{3\sigma_0}{4}\int_{-1}^1\frac{(1-\mu^2)\,d\mu}{a+iql\mu},\qquad a=1-i\omega\tau. \tag{6}
\]
We write \(s=ql/a\). For large \(|s|\) and \(q>0\), \(\sigma=A/q+\Delta\sigma+\dots\), where \(A=3\pi\sigma_0/(4l)=e^2k_F^2/(4\pi\hbar)\) and \(\Delta\sigma=-\frac{4a}{\pi l}\frac{A}{q^2}\).

The depth scale is \(\delta=(\omega\mu_0A)^{-1/3}\). With \(\zeta=z/\delta\) and \(\Phi\) the scaled perturbation of the electron distribution,
\[
\mu\frac{\partial\Phi}{\partial\zeta}+\eta\Phi=E,\qquad
\frac{d^2E}{d\zeta^2}=-\frac i\pi\int_{-1}^1(1-\mu^2)\Phi\,d\mu,\qquad
\eta=\frac{(1-i\omega\tau)\delta}{l}. \tag{10}
\]
Specular reflection means \(\Phi(0,\mu)=\Phi(0,-\mu)\); diffuse reflection means \(\Phi(0,\mu)=0\) for \(\mu>0\). A specular surface gives
\[
Z=-\frac{2i\omega\mu_0}{\pi}\int_0^\infty\frac{dq}{q^2-i\omega\mu_0\sigma(q)}. \tag{11}
\]
In the anomalous limit, \(\delta\ll l\) and \(\omega\delta\ll v_F\), this becomes \(Z_0=\frac{2}{3\sqrt3}\omega\mu_0\delta(1-i\sqrt3)\), with \(R_0=\operatorname{Re}Z_0\). The first correction is
\[
\frac{Z}{Z_0}=1+\frac{8a}{3\pi lb}=1+\frac{8}{3\pi}\,\eta\,e^{i\pi/6}, \tag{14}
\]
\[
R=R_0\Big[1+\frac{8}{3\pi}\big(\sqrt3-\omega\tau\big)\frac{\delta}{l}\Big]. \tag{15}
\]
In (15), \(\sqrt3\) gives the collision term and \(-\omega\tau\) the transit term. We also use \(b^3=-i\omega\mu_0A\), \(b=e^{-i\pi/6}/\delta\) and \(J_1=\int_0^\infty dx/(1+x^3)=2\pi/(3\sqrt3)\).

### 9. Diffuse surface

At a diffuse surface the electrons that leave carry no perturbation. The same would be true in an infinite metal whose field is zero for \(z<0\): electrons arriving at \(z=0\) from the left would have felt nothing. So for \(z>0\) the current is that of an infinite metal driven by the field \(E(z)\) in \(z>0\) and by zero elsewhere. There is no symmetric continuation now, and the condition \(E''=-i\omega\mu_0j\) holds on one side only. Such problems yield to the Wiener–Hopf method.

**The equation.** Let \(E_+(q)=\int_0^\infty E\,e^{-iqz}dz\). It is analytic for \(\operatorname{Im}q<0\), and slightly beyond the real axis if, as we assume, the field decays exponentially at great depth. Two integrations by parts give
\[
\int_0^\infty E''e^{-iqz}dz=-E'(0)-iqE(0)-q^2E_+ .
\]
The transform of \(j\) over the whole line is \(\sigma E_+\). Subtracting its part from \(z<0\) leaves the part needed in the half-space equation. With \(N(q)=i\omega\mu_0\int_{-\infty}^0j\,e^{-iqz}dz\), which is analytic for \(\operatorname{Im}q>0\) and slightly below the real axis,
\[
\big[q^2-i\omega\mu_0\sigma(q)\big]E_+=-E'(0)-iqE(0)-N(q). \tag{16}
\]

**The factorisation.** Choose any \(\gamma>0\) and define
\[
G(q)=\frac{q^2-i\omega\mu_0\sigma(q)}{q^2+\gamma^2}.
\]
On the real axis \(\operatorname{Re}\sigma>0\), so \(G\) stays in the lower half-plane and tends to 1 at both ends. Its logarithm is single-valued and falls off as \(q^{-2}\). Write \(\ln G=\int h(z)e^{-iqz}dz\). The part from \(z>0\) defines \(\ln G_+\), analytic for \(\operatorname{Im}q<0\), and the part from \(z<0\) defines \(\ln G_-\), analytic for \(\operatorname{Im}q>0\). Then \(G=G_+G_-\), and neither factor has zeros in its own half-plane. With \(q^2+\gamma^2=(\gamma+iq)(\gamma-iq)\), (16) becomes
\[
(\gamma+iq)\,G_+E_+=\frac{-E'(0)-iqE(0)-N(q)}{(\gamma-iq)\,G_-}.
\]
The left side is analytic in the lower half-plane and the right side in the upper. They agree on the real axis, so together they form one function analytic everywhere. For large \(q\), \(E_+\to E(0)/(iq)\), \(N\to0\) and \(G_\pm\to1\), so both sides tend to \(E(0)\). A bounded function that is analytic everywhere is constant; hence
\[
E_+(q)=\frac{E(0)}{(\gamma+iq)\,G_+(q)}.
\]

**The slope at the surface.** Integration by parts gives \(E_+=E(0)/(iq)+E'(0)/(iq)^2+\dots\) and \(\ln G_+=h(0)/(iq)+\dots\). Comparing the terms in \((iq)^{-2}\),
\[
E'(0)=-E(0)\,[\gamma+h(0)],\qquad h(0)=\frac1\pi\int_0^\infty\ln G\,dq .
\]
Integration by parts also gives \(\int_0^\infty\ln(1+\gamma^2/q^2)\,dq=\int_0^\infty 2\gamma^2dq/(q^2+\gamma^2)=\pi\gamma\). Adding the two integrals removes the arbitrary \(\gamma\), and (2) yields
\[
Z=-i\pi\omega\mu_0\left\{\int_0^\infty\ln\Big[1-\frac{i\omega\mu_0\sigma(q)}{q^2}\Big]dq\right\}^{-1}. \tag{17}
\]
For constant \(\sigma_0\) the integral is \(\pi\kappa\), which again gives (3). In the local limit the type of surface does not matter.

**The anomalous limit.** With \(\sigma=A/q\) and \(q=bx\),
\[
\int_0^\infty\ln\Big(1+\frac{b^3}{q^3}\Big)dq=b\int_0^\infty\ln(1+x^{-3})\,dx=3bJ_1=\frac{2\pi b}{\sqrt3},
\]
where integration by parts turned the logarithm into \(3/(1+x^3)\). Hence \(Z=-i\frac{\sqrt3}{2}\frac{\omega\mu_0}{b}\). The specular result in the same form is \(-i\frac{4}{3\sqrt3}\frac{\omega\mu_0}{b}\), so
\[
\frac{Z_{\rm diffuse}}{Z_{\rm specular}}=\frac{\sqrt3}{2}\cdot\frac{3\sqrt3}{4}=\frac98 . \tag{18}
\]
The surface changes the coefficient by one eighth and leaves the scaling alone.

The diffuse limit is approached more slowly. The term \(\Delta\sigma\) changes the logarithm by an amount proportional to \(1/[q(q^3+b^3)]\). Its integral grows logarithmically towards small \(q\), until it is cut off near \(|a|/l\). The correction is thus of order \(|\eta|\ln(1/|\eta|)\) instead of \(|\eta|\).

Both impedance formulas were tested against a solution that uses no Fourier transform. Equations (10) were solved with 60 values of \(|\mu|\) and both signs of \(\mu\), keeping the modes that decay with depth and imposing the surface condition directly. At \(\eta=0.01250-0.00625i\) this gave \(Z/(\omega\mu_0\delta)=0.390136-0.674567i\) for the specular surface and \(0.446261-0.770480i\) for the diffuse one. Formulas (11) and (17) give the same digits.

### 10. Copper at 10 GHz

We take rough values for copper: a cubic lattice constant of 0.361 nm with four atoms per cell, one conduction electron per atom, and a room-temperature resistivity of 1.70 µΩ cm. The residual resistance ratio, which is the room-temperature resistivity divided by that of the cold metal, is set to 300, and the temperature is 4.2 K. The lattice contracts to about 0.360 nm on cooling; this would lower the cold resistances below by about 0.006 mΩ, so their last digit is not significant.

The density is \(n=4/(0.361\ \text{nm})^3=8.50\times10^{22}\) cm\(^{-3}\), so \(k_F=(3\pi^2n)^{1/3}=13.60\) nm\(^{-1}\) and \(A=3.585\times10^{15}\) Ω\(^{-1}\) m\(^{-2}\). At 10 GHz, \(\omega\mu_0=7.896\times10^4\) Ω/m. Then
\[
\delta=(7.896\times10^4\times3.585\times10^{15})^{-1/3}\ \text{m}=152.3\ \text{nm},
\]
\[
R_0=0.3849\times7.896\times10^4\times1.523\times10^{-7}\ \Omega=4.63\ \text{m}\Omega .
\]
A diffuse surface gives \(\tfrac98R_0=5.21\) mΩ.

The mean free path is \(l=11.6\) µm, so \(l/\delta=76.2\), and \(\omega\tau=0.463\) with the free-electron mass. Equation (15) gives the factor \(1+0.849\,(1.732-0.463)/76.2=1.014\), hence 4.69 mΩ. The full integral (11) gives 4.70 mΩ. At \(q=1/\delta\), electrons with \(|\mu|<0.131\) carry 95% of the real part of \(\sigma(q)\).

With frequency and electron density held fixed, the resistance ratio changes \(R\) as follows (mΩ):

| Ratio | \(l/\delta\) | Specular | Diffuse | Classical |
|---|---|---|---|---|
| 1 | 0.25 | 25.87 | 25.90 | 25.91 |
| 30 | 7.62 | 5.68 | 6.71 | 4.73 |
| 300 | 76.2 | 4.70 | 5.38 | 1.50 |
| 3000 | 762 | 4.61 | 5.18 | 0.47 |

At room temperature the classical formula is good. Between ratios 300 and 3000 the specular resistance falls by about 2%, while the classical formula predicts a fall by \(\sqrt{10}\). Purifying the metal further buys almost nothing at this frequency. Going from ratio 1 to 300 lowers \(R\) by a factor of 5.5 for a specular surface and 4.8 for a diffuse one.

The specular value at ratio 3000 lies slightly below \(R_0\). Equation (15) accounts for this: there \(\omega\tau=4.63\) exceeds \(\sqrt3\), and the correction is negative. This dip of 0.3% is a property of the Boltzmann model; at this purity it is smaller than the quantum correction at the surface described under the smaller omissions below.

The local exponent \(d\ln R/d\ln\omega\) at ratio 300 is 0.656 for the specular surface, slightly below \(2/3\). In (15) the collision term is 0.0193 and varies as \(\omega^{-1/3}\); the transit term is \(-0.0052\) and varies as \(\omega^{2/3}\). To first order they shift the exponent by \(-0.0193/3-0.0052\times2/3=-0.010\), as found. The exponent in \(l\), at fixed frequency, is \(-0.020\).

**Comparison with real copper.** A ratio of 300 belongs to annealed metal of high purity; ordinary commercial copper has a lower one. The assumption that real copper breaks most clearly is the spherical Fermi surface. Its surface has necks along the eight \(\langle111\rangle\) directions, with a radius of roughly \(0.2k_F\). In the anomalous limit only the belt \(\mu=0\) counts, and \(A\) is proportional to \(\int\cos^2\phi\,d\phi\) over that belt. For a (110) face with the field along \([1\bar10]\), four necks lie on the belt, each at \(\cos^2\phi_0=2/3\) and with half-angle \(\alpha=\arcsin0.2=0.201\). Cutting them out of the sphere removes the fraction
\[
\frac4\pi\big(\alpha+\tfrac12\sin2\alpha\cos2\phi_0\big)=\frac4\pi(0.201+0.065)=0.34 .
\]
Because \(R_0\propto A^{-1/3}\), the resistance rises by the factor \(0.66^{-1/3}=1.15\). This estimate counts only the missing area, for one orientation. On a real surface each point of the belt is also weighted by the local radius of curvature, so flattened or sharply curved regions change \(A\) as well, by an amount not estimated here. The anomalous resistances computed above for the cold metal are those of a free-electron sphere with the electron density of copper. Finding their error for a given crystal face requires the true Fermi surface. A single crystal can be expected to show a resistance that depends on its orientation.

**Smaller omissions.** The displacement current is smaller than the retained terms by \((\omega\delta/c)^2=1.0\times10^{-9}\). Thermal smearing of the Fermi surface is measured by \(k_BT/E_F=5\times10^{-5}\). In the bulk the semiclassical treatment requires \(1/(k_F\delta)\ll1\), and this ratio is \(5\times10^{-4}\). At the surface the condition is stricter. The electrons that carry the current have \(|\mu|\sim|\eta|\), so their wavenumber normal to the surface is only about \(k_F|\eta|\), and the small parameter is \(1/(k_F\delta|\eta|)\): 0.03 at ratio 300 and 0.08 at ratio 3000. If the wavefunctions vanish at a hard specular wall, a sheet of conductance about \(G_s=3\pi\sigma_0/(8ak_F)\) is missing there, and \(Z\) changes by roughly \(Z^2G_s\). At ratio 300 this moves \(R\) by less than 0.3%, because the change is almost purely reactive. At ratio 3000 it raises \(R\) by about 4%. The limit \(\eta\to0\) is therefore meant with \(|\eta|\gg1/(k_F\delta)\).

A magnetic field parallel to the surface bends the grazing paths on which the effect depends. An arc of length \(l\) and radius \(r=\hbar k_F/(eB)\) departs from its chord by \(l^2/(8r)\). This equals \(\delta\) at
\[
B=\frac{8\hbar k_F\delta}{el^2}=81\ \text{mT}.
\]
This value is for ratio 300, and the field, whether static or belonging to the wave itself, must lie well below it. For \(\omega\tau>1\) the length that counts is \(l/|a|\), and at ratio 3000 the same estimate gives 18 mT. The criterion is also only classical. At a specular surface a static parallel field binds skipping electrons into quantised surface levels, and for the free-electron velocity the lowest transition matches 10 GHz near 0.4 mT. When \(\omega\tau>1\) these levels are resolved and leave structure in \(R\) that the present theory does not contain. Roughness of the surface on the scale of \(\delta\) lies outside the flat-surface model, and its effect has not been estimated here. The numerical output below lists the computed values.

## Table of computed values

```
TESTS (reduced impedance Z/(w mu0 delta), dimensionless)
eta=0.20000+0.00000j specular formula 0.526224-0.740450j direct 0.526224-0.740450j
eta=0.20000+0.00000j diffuse  formula 0.615238-0.878533j direct 0.615238-0.878533j
eta=0.01250-0.00625j specular formula 0.390136-0.674567j direct 0.390136-0.674567j
eta=0.01250-0.00625j diffuse  formula 0.446261-0.770480j direct 0.446261-0.770480j
limit, specular: 0.384900-0.666667j
diffuse/specular in the limit: 1.12500
k-space sigma over A/q at |s|=2000: 0.99943
first correction at eta=0.0010-0.0005j: numeric 0.000952+0.000057j
  formula 0.000947+0.000057j
COPPER, rough inputs
lattice constant: 0.361 nm
room-temperature resistivity: 1.70 uOhm cm
frequency: 10.0 GHz, temperature: 4.2 K
electron density: 8.502e+22 cm^-3
Fermi wavenumber: 13.60 nm^-1
Fermi velocity (free mass): 1.575e+06 m/s
Fermi energy (free mass): 7.05 eV
A: 3.585e+15 Ohm^-1 m^-2
w*mu0: 7.896e+04 Ohm/m
delta: 152.3 nm
R limit, specular: 4.629 mOhm
R limit, diffuse: 5.207 mOhm
R specular with first correction, ratio 300: 4.694 mOhm
full R by residual resistance ratio (mOhm):
 ratio 1: l=0.039 um, l/delta=0.25, w tau=0.0015
   specular 25.871, diffuse 25.898, classical 25.906
 ratio 30: l=1.160 um, l/delta=7.62, w tau=0.0463
   specular 5.676, diffuse 6.713, classical 4.730
 ratio 300: l=11.600 um, l/delta=76.16, w tau=0.4628
   specular 4.697, diffuse 5.378, classical 1.496
 ratio 3000: l=115.996 um, l/delta=761.59, w tau=4.6279
   specular 4.613, diffuse 5.179, classical 0.473
cooling gain R(1)/R(300): specular 5.51, diffuse 4.82
cooling gain, classical formula: 17.32
d ln R/d ln w at ratio 300, specular: 0.6563
d ln R/d ln l at ratio 300, specular: -0.0204
share of Re sigma from |mu|<0.131 at q=1/delta: 0.951
NEGLECTED EFFECTS, ratio 300
displacement current (w delta/c)^2: 1.0e-09
w delta/v_F: 0.0061
thermal smearing kT/E_F: 5.1e-05
quantum nonlocality 1/(kF delta): 4.8e-04
magnetic field that bends grazing paths: 81 mT
neck radius (rough): 0.20 kF
belt weight left by necks, (110) face: 0.660
same from whole cut surface at s=1000: 0.661
factor on R from necks: 1.149
```
